# Flux-Independent Island Density When Adatoms Nucleate by Substrate Exchange

Island densities are used to infer how fast adatoms diffuse. If islands start when two adatoms meet, the density per site at late times approximately obeys \(N^3=3F\theta/(\sigma D)\) (derived below), where \(F\) is the deposition flux, \(\theta\) the coverage, \(D\) the diffusion coefficient and \(\sigma\) a capture number of order one. Suppose this law is applied to a surface where islands start by exchange of single adatoms with the substrate. In the example worked out below, \(D\) is about \(10^4\) site²/s. The pair law, with the same \(\sigma\), would return about \(10^3\) site²/s from a film grown at 0.01 ML/s, and about \(10^2\) site²/s from one grown at 0.001 ML/s. The inferred \(D\) is wrong, and it changes with the flux, because the true density hardly does.

## Model and assumptions

Lengths are in site spacings, densities are per site, and coverage is in monolayers (ML). An adatom hops at total rate \(h\) to the four neighbours of a square lattice, so \(D=h/4\). Let \(n\) be the adatom density and \(N\) the density of immobile nuclei, each counted as one island.

1. The flux \(F(t)\) is non-negative and at most \(F_m\). The surface starts clean, and \(\theta=\int_0^t F\,dt'\).
2. An isolated adatom becomes an immobile nucleus at rate \(k\), irreversibly. A substrate atom ejected in the process founds no island.
3. Islands are points that capture adatoms permanently, at total rate \(\sigma DnN\) per site. Here \(\sigma>0\) may depend on \(N\) and \(k/D\), but not on \(F\).
4. Desorption, coalescence and nucleation by adatom pairs are absent. Pairs are restored later.

In mean field, where spatial correlations enter only through \(\sigma\), the balances are

\[
\frac{dn}{dt}=F-kn-\sigma DnN,\qquad \frac{dN}{dt}=kn. \tag{1}
\]

## The theorem

Define the increasing function

\[
\Phi(N)=N+\frac{D}{k}\int_0^N\sigma(x)\,x\,dx, \tag{2}
\]

and let \(N_0(\theta)\) be the solution of \(\Phi(N_0)=\theta\). It contains no flux.

**Theorem.** Under assumptions 1–4:

(a) \(n+\Phi(N)=\theta\) at all times, for any flux history.

(b) For \(\theta\ge F_m/k\), \(N_0(\theta-F_m/k)\le N\le N_0(\theta)\).

(c) If \(\sigma\) is constant and \(c=k/(\sigma D)\), then

\[
\sqrt{1-\frac{F_m}{k\theta}}-\sqrt{\frac{c}{2\theta}}\;\le\;\frac{N}{\sqrt{2k\theta/(\sigma D)}}\;\le\;1 . \tag{3}
\]

Hence \(N\to\sqrt{2k\theta/(\sigma D)}\) when \(\theta\gg c\) and \(\theta\gg F_m/k\).

**Lemma 1.** \(0\le n\le F_m/k\).

*Proof.* The first balance is linear in \(n\). With \(n(0)=0\), its solution is

\[
n(t)=\int_0^t F(s)\exp\left[-\int_s^t(k+\sigma DN)\,dt'\right]ds .
\]

The integrand is non-negative, so \(n\ge0\). Then \(dN/dt\ge0\) and \(N\ge0\). Dropping \(\sigma DN\) from the exponent can only enlarge the integral, so \(n\le F_m\int_0^te^{-k(t-s)}ds\le F_m/k\). ∎

*Proof of the theorem.* The second balance gives \(n=(dN/dt)/k\). Use this in the capture term, and replace \(kn\) by \(dN/dt\):

\[
\frac{dn}{dt}+\frac{dN}{dt}+\frac{D}{k}\,\sigma(N)N\frac{dN}{dt}=F .
\]

Each term on the left is a time derivative. Integration from the clean surface gives (a).

By (a), \(\Phi(N)=\theta-n\). Lemma 1 places the right side between \(\theta-F_m/k\) and \(\theta\). Since \(\Phi\) increases, (b) follows.

For constant \(\sigma\), \(\Phi(N)=N+N^2/(2c)\). Setting this equal to \(\theta\) gives \(N^2+2cN-2c\theta=0\), whose positive root is

\[
N_0(\theta)=\sqrt{c^2+2c\theta}-c . \tag{4}
\]

Because \(\sqrt{2c\theta}\le\sqrt{c^2+2c\theta}\le c+\sqrt{2c\theta}\), we have \(\sqrt{2c\theta}-c\le N_0(\theta)\le\sqrt{2c\theta}\). Apply the upper bound at \(\theta\) and the lower bound at \(\theta-F_m/k\), then divide by \(\sqrt{2c\theta}=\sqrt{2k\theta/(\sigma D)}\). This is (3). ∎

**Physical meaning.** At late times capture balances deposition, so \(n\simeq F/(\sigma DN)\). The nucleation rate per unit time, \(kn\), is proportional to \(F\), but the time spent per unit coverage is \(1/F\). Their product is \(dN/d\theta=k/(\sigma DN)\), where the flux has cancelled. The independence therefore holds at fixed coverage. At fixed time and constant flux, \(\theta=Ft\), and \(N\) grows as \(\sqrt F\).

**Early limit.** For \(\theta\ll c\), expanding (4) gives \(N_0\simeq\theta\). Provided also \(F_m/k\ll\theta\), nearly every deposited atom has then become a nucleus. Capture overtakes exchange when \(N=c\), which (4) places at \(\theta=3c/2\).

## The capture number on a square lattice

The theorem needs a \(\sigma\) that is free of \(F\). The following lemma supplies it when the adatom field is steady and the other islands are replaced by a uniform absorbing medium.

**Lemma 2.** Let \(\kappa^2=\sigma N+k/D\). Then \(\sigma=1/G(\kappa^2)\), with

\[
G=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dq_x\,dq_y}{(2\pi)^2}\,\frac{1}{4+\kappa^2-2\cos q_x-2\cos q_y}, \tag{5}
\]

and \(\sigma\simeq4\pi/\ln(32/\kappa^2)\) for small \(\kappa\).

*Proof.* Place an island at the origin, where \(n_0=0\). At every other site \(r\), with \(r'\) running over its neighbours,

\[
D\sum_{r'}(n_{r'}-n_r)-D\kappa^2n_r+F=0 .
\]

Far away \(n_r\to\bar n=F/(D\kappa^2)\), which is identified with the mean density. Let \(J\) be the rate at which the island gains atoms, by hops from its neighbours and by direct landing: \(J=D\sum_{r'}n_{r'}+F\).

Put \(u_r=\bar n-n_r\). Away from the origin, \((4+\kappa^2)u_r-\sum u_{r'}=0\). At the origin \(u_0=\bar n\), and the same combination equals

\[
(4+\kappa^2)\bar n-\sum_{r'}(\bar n-n_{r'})=\kappa^2\bar n+\sum_{r'}n_{r'}=\frac{J}{D}.
\]

So \(u\) is the response to a point source \(J/D\). Fourier transformation gives \(u_0=(J/D)G\), that is, \(\bar n=(J/D)G\). Since \(J=\sigma D\bar n\) defines \(\sigma\), \(\sigma=1/G\).

For the small-\(\kappa\) form, integrate over \(q_y\) with \(\int_{-\pi}^{\pi}dq/[2\pi(A-2\cos q)]=1/\sqrt{A^2-4}\), where \(A=4+\kappa^2-2\cos q_x\). With \(s=\sin(q_x/2)\), \(A-2=\kappa^2+4s^2\) and \(A+2=4+\kappa^2+4s^2\). Neglecting \(\kappa^2\) beside 4, and using \(dq_x=2\,ds/\sqrt{1-s^2}\),

\[
G\simeq\frac1\pi\int_0^1\frac{ds}{\sqrt{1-s^4}\,\sqrt{\kappa^2+4s^2}} .
\]

Write \(1/\sqrt{1-s^4}=1+[1/\sqrt{1-s^4}-1]\). The first part integrates to \(\tfrac12\operatorname{arsinh}(2/\kappa)\simeq\tfrac12\ln(4/\kappa)\). In the second, \(\kappa\) may be set to zero. With \(s^2=\sin\varphi\) it becomes \(\tfrac14\int_0^{\pi/2}\tan(\varphi/2)\,d\varphi=\tfrac14\ln2\). The sum is \(\tfrac14\ln(32/\kappa^2)\), so \(G\simeq\ln(32/\kappa^2)/(4\pi)\). ∎

The flux scales \(n_r\) and \(J\) together and drops out of \(\sigma\). For \(\kappa^2=0.05\), solving the lattice equations on 81 × 81 sites gives \(\sigma=1.955\), in agreement with (5). The logarithmic form gives 1.945.

**Corollary (exponent).** The logarithm makes the square root slightly inexact. At late times \(\theta\simeq(D/k)\int_0^N\sigma x\,dx\). Let \(\varepsilon=d\ln\sigma/d\ln N\), and treat it as constant over the range that dominates the integral. Then \(\theta\simeq D\sigma N^2/[k(2+\varepsilon)]\). Differentiating the integral gives \(d\theta/dN=D\sigma N/k\), so

\[
\frac{d\ln N}{d\ln\theta}=\frac{k\theta}{D\sigma N^2}\simeq\frac1{2+\varepsilon}.
\]

When \(k/D\ll\sigma N\), \(\sigma=4\pi/L\) with \(L=\ln[32/(\sigma N)]\). Then \(\varepsilon=-d\ln L/d\ln N=(1+\varepsilon)/L\), hence \(\varepsilon=1/(L-1)\). As \(k/D\to0\) at fixed coverage, \(N\to0\), \(L\) grows without bound and the exponent tends to 1/2. The approach is slow: at \(k/D=10^{-9}\) and \(\theta=0.05\), direct differentiation of \(N_0\) gives 0.483, as does the formula.

## When the flux returns: adatom pairs

Two adatoms diffuse relative to each other with coefficient \(2D\). Counting each pair once, they meet at rate \(\tfrac12\sigma(2D)n^2=\sigma Dn^2\), if the capture number of an adatom equals that of an island. Each meeting makes one nucleus and removes two adatoms. Where the lattice capture number is used together with pairs, adatoms are counted among the absorbers, \(\kappa^2=\sigma(N+2n)+k/D\), so \(\sigma\) then depends weakly on \(F\). In the worked example with exchange, leaving out the term \(2n\) raises \(N\) by less than 1% at 0.01 ML/s and by up to about 2% at 0.1 ML/s.

**Proposition.** For constant \(\sigma\), constant flux and a steady adatom density, pairs change \(N\), to first order in \(F\), by the relative amount

\[
\frac{\delta N}{N}=\frac{F}{k(N+c)}\left[1-\frac{2c}{N}\ln\left(1+\frac Nc\right)\right]\;\longrightarrow\;\frac{F}{kN}\quad(N\gg c). \tag{6}
\]

*Proof.* Without pairs the steady density is \(n_0=F/[\sigma D(c+N)]\). With them, \(F=kn+\sigma DnN+2\sigma Dn^2\), so to second order in \(n_0\), \(n=n_0-2n_0^2/(c+N)\). Insert this in \(dN/d\theta=(kn+\sigma Dn^2)/F\), with \(k=\sigma Dc\):

\[
\frac{dN}{d\theta}=\frac{c}{c+N}+\frac{F}{\sigma D}\,\frac{N-c}{(c+N)^3}.
\]

Multiply by \((c+N)/c\). The left side becomes \(d\Phi/d\theta\), and since \(\sigma Dc=k\),

\[
\frac{d\Phi}{d\theta}=1+\frac Fk\,\frac{N-c}{(c+N)^2}.
\]

In the small term, use the unperturbed relation \(d\theta=(c+N)\,dN/c\). The accumulated change of \(\Phi\) is

\[
\delta\Phi=\frac{F}{kc}\int_0^N\frac{x-c}{x+c}\,dx=\frac{F}{kc}\left[N-2c\ln\left(1+\frac Nc\right)\right].
\]

Finally \(\delta N=\delta\Phi/(d\Phi/dN)\), with \(d\Phi/dN=(c+N)/c\). Division by \(N\) gives (6). ∎

The change is negative for \(N\) below about \(2.5c\): a pair makes one nucleus from two adatoms that might each have exchanged. Later, pairs raise \(N\). At late times, flux independence thus requires \(F\ll kN\), in addition to the conditions of the theorem. For \(\sigma=2\), \(k/D=10^{-6}\), \(\theta=0.1\) and \(F/(kN)=0.0100\), integrating the balances with and without pairs gives an increase of 0.0094, relative to the density without pairs.

**Opposite limit.** If \(F\gg kN\), exchange is negligible. With \(n\simeq F/(\sigma DN)\) and \(n\ll N\), \(dN/d\theta=\sigma Dn^2/F=F/(\sigma DN^2)\). At constant flux and \(\sigma\) this integrates to \(N^3=3F\theta/(\sigma D)\), the law of the opening paragraph. A flux exponent near 1/3 at fixed coverage thus points to pairs, and one near zero to exchange, if these are the two candidates. The exponent for pairs can lie somewhat below 1/3, because the cube law is only a late-time form with constant \(\sigma\). With the \(D\) and \(\theta\) of the worked example and no exchange, integrating the balances gives 0.30 between 0.001 and 0.01 ML/s, and 0.27 between 0.01 and 0.1 ML/s.

## A lattice simulation

A kinetic Monte Carlo simulation that follows single hops, exchanges and pair encounters does not assume (1). The runs used 220 × 220 sites and \(\theta=0.1\), with one random sequence for each case:

| \(k/h\) | \(F/h\) | \(N\), simulated | \(N\), mean field |
|---|---|---|---|
| \(10^{-3}\) | \(10^{-9}\) | 0.0183 | 0.0191 |
| \(10^{-3}\) | \(10^{-7}\) | 0.0185 | 0.0191 |
| \(10^{-4}\) | \(10^{-9}\) | 0.0067 | 0.0071 |
| \(10^{-3}\) | \(10^{-4}\) | 0.0265 | 0.0275 |

The last mean-field entry includes pairs; the others are \(N_0\). For \(k/h=10^{-3}\), the simulated densities at the two lower fluxes, a factor of 100 apart, differ by about 1%, which counting noise in some 900 islands could produce. At the highest flux the density is 45% above its low-flux value, as expected once pairs matter. The simulated values lie 3–5% below mean field. Counting noise alone does not explain this: repeated low-flux runs at \(k/h=10^{-3}\) scatter by about 2% each, and fourteen of them average 0.0184, about 4% below mean field. Correlations between island positions, which mean field omits, are a possible cause, but this was not tested.

Between the two values of \(k\), the simulated exponent is 0.44 and the mean-field one 0.43. Two effects hold it below 1/2. One is the logarithm in \(\sigma\). The other is the finite \(c\): differentiating \(N+N^2/(2c)=\theta\) at fixed \(\theta\) gives \(d\ln N/d\ln c=N/[2(N+c)]<1/2\).

## Worked example

Take a site spacing of 0.25 nm, hop and exchange barriers of 0.50 and 0.70 eV, prefactors of \(10^{13}\) s⁻¹, a temperature of 300 K and \(\theta=0.05\). The rates, each a prefactor times \(\exp(-E/k_BT)\), are \(h=3.98\times10^4\) s⁻¹ and \(k=17.4\) s⁻¹. Thus \(D=h/4=9.96\times10^3\) site²/s. The self-consistent capture number at the final density is 1.68, so

\[
c=\frac{17.4}{1.68\times9960}=1.04\times10^{-3},\qquad
\sqrt{2c\theta}=\sqrt{2(1.04\times10^{-3})(0.05)}=0.0102 .
\]

The full flux-free result, with \(\sigma\) varying during growth, is \(N_0=0.0095\). The leading law is 8% above it. With \(\sigma\) held at 1.68, (4) gives 0.0092, so the finite ratio \(\theta/c\simeq48\) alone would put the leading law 11% too high; the smaller \(\sigma\) earlier in growth offsets part of this. In other units, \(N_0=1.5\times10^{13}\) cm⁻², a mean spacing of 2.6 nm with about five deposited atoms per island.

At the same temperature and coverage, the flux enters as follows:

| \(F\) (ML/s) | \(N\), no pairs | \(N\), with pairs | \(F/(kN)\) |
|---|---|---|---|
| 0.001 | 0.00946 | 0.00948 | 0.006 |
| 0.01 | 0.00945 | 0.00965 | 0.06 |
| 0.1 | 0.00940 | 0.01082 | 0.6 |

At 0.01 ML/s pairs add 2%, well below the late-time estimate of 6%. The bracket in (6) accounts for most of the difference. With \(N/c\simeq9.1\) it equals 0.49, and (6) gives 2.7%. The approximations in (6) are the first order in \(F\), a constant \(\sigma\) and a steady density from the start; their shares in the remainder were not separated. At 0.1 ML/s pairs add 15%, and the density is 14% above its value at 0.001 ML/s.

Temperature gives a second signature. For equal prefactors the leading law has \(N\propto\sqrt{k/D}\propto\exp[-(E_x-E_h)/(2k_BT)]\), where \(E_x\) and \(E_h\) are the exchange and hop barriers. As long as \(F\ll kN\), the density therefore rises on heating if \(E_x>E_h\), with an effective energy of 0.10 eV here. At fixed coverage, the full flux-free result rises from 0.0075 at 280 K to 0.0115 at 320 K, an effective energy of 0.083 eV. Cooling lowers \(k\), so pairs matter more at the cold end and weaken this signature. With pairs included, the effective energy over the same range is 0.055 eV at 0.01 ML/s, and at 0.1 ML/s the densities at 280 and 320 K are nearly equal. The test therefore needs a low flux. With pairs alone, the density at fixed flux falls on heating. The late-time law with constant \(\sigma\) gives \(N\propto D^{-1/3}\); integrating the balances at 280 and 320 K gives a somewhat weaker dependence, with exponents from −0.30 at 0.001 ML/s to −0.24 at 0.1 ML/s.

## What a real surface changes

The parameters are round values chosen for illustration; they describe no particular pair of metals. The island spacing of 2.6 nm is only about ten site spacings, so the size of the islands matters.

Of the effects estimated here, the point-island assumption costs most. Treat an island as an absorbing disc of radius \(R=\sqrt{\theta/(\pi N)}+\tfrac12\), with the zero of adatom density half a site outside its edge. The steady field \(\bar n[1-K_0(\kappa r)/K_0(\kappa R)]\), with \(K_0\) and \(K_1\) modified Bessel functions, gives \(\sigma=2\pi\kappa R\,K_1(\kappa R)/K_0(\kappa R)\). With a steady adatom density, \(F=kn+\sigma DnN\), so \(dN/d\theta=kn/F=1/(1+\sigma DN/k)\). Integrating this in the example, \(\sigma\) rises to 4.7 and \(N\) falls to 0.0064, or 68% of the point-island value. The fall has two sources: the islands grow, and they capture adatoms that reach a neighbouring site, whereas a point island captures only on its own site. The second is the larger here: a disc kept at the size of one atom already gives 0.0073. The formula leaves out atoms that land inside the disc; adding their share, \(\pi\kappa^2R^2\), to \(\sigma\) lowers \(N\) by a further 3%. It is also a continuum formula, so for islands this small the values are approximate. The disc further assumes compact islands, which requires attached atoms to move along the edge; if they stick where they first touch, the islands capture more and \(N\) is lower still. This capture number depends on \(\theta\), \(N\) and \(k/D\), so the density remains independent of flux within this estimate, which leaves out pairs, while its prefactor and its dependence on coverage change.

A substrate atom ejected by exchange may itself diffuse and form pairs, which assumption 2 excludes. If it moves with the same \(D\) and every pair makes a nucleus, integrating the point-island balances raises the density by a further 2% at 0.01 ML/s and 4% at 0.1 ML/s. This is one more reason to test at low flux.

Two other neglected effects are smaller or can be bounded. At most 5% of the flux lands on top of islands. Irreversibility needs a high enough reverse barrier: for no more than about 1% of nuclei to revert during the 5 s of deposition at 0.01 ML/s, with the same prefactor, 0.94 eV is enough. The numerical output below lists the result for growing discs, the bound on landing and the reverse barrier.

## Table of computed values

```
Capture number, lattice solution: 1.95507
Capture number, Green function: 1.95507
First integral, modulated flux: 0.1000000 (theta 0.1)
Late law, integrated/formula: 0.99842
Pair excess, integrated: 0.00945
Pair excess, F/(kN): 0.01002
Exponent at k/D=1e-9, numerical: 0.4834
Exponent at k/D=1e-9, formula: 0.4828
Simulation: 220x220 sites, theta 0.1, hop rate h
k/h    F/h    N(theta/4) N(theta)  theory(theta/4) theory(theta)
1e-03  1e-09  0.00893  0.01829  0.00892  0.01913
1e-03  1e-07  0.00888  0.01853  0.00892  0.01913
1e-04  1e-09  0.00333  0.00674  0.00353  0.00706
High flux F/h=1e-4, k/h=1e-3: N 0.02649, theory 0.02746
Exponent in k: simulation 0.437, theory 0.433
Example: spacing 0.25 nm, prefactors 1e+13 1/s
Barriers: hop 0.50 eV, exchange 0.70 eV
Temperature 300 K, coverage 0.05 ML
Hop rate: 3.984e+04 1/s
D: 9961 site^2/s
Exchange rate k: 17.4 1/s
k/D: 1.7467e-03 per site
Capture number at final N: 1.6776
Crossover coverage k/(sigma D): 1.041e-03 ML
N, leading square root: 0.01020 per site
N, full flux-free result: 0.00946 per site
N, full result: 1.513e+13 per cm^2
Mean island spacing: 2.57 nm
Deposited atoms per island: 5.29
F (ML/s)  n (ML)     N no pairs  N with pairs  F/(kN)
0.001     5.700e-06  0.00946     0.00948       0.0061
0.01      5.706e-05  0.00945     0.00965       0.0608
0.1       5.772e-04  0.00940     0.01082       0.6077
N at 280 K: 0.00749 per site
N at 320 K: 0.01152 per site
Effective energy of N: 0.0831 eV
Leading-law energy: 0.1000 eV
Capture number, finite islands: 4.721
N, finite islands: 0.00642 per site
Ratio finite/point islands: 0.679
Landing on islands, at most: 5.0 % of flux
Deposition time at 0.01 ML/s: 5.0 s
Reverse barrier for 1 % reversal: 0.935 eV
```
